# Resta's single-point formula and the discrete Berry phase, part 2

The electronic polarization of an insulator can be computed from Resta's single-point formula in a supercell of $M$ primitive cells, or from a discrete Berry phase in the primitive cell at $M$ k-points. Parts 1–9 compared the two. A program tests the results; its output is printed at the end.

Hartree atomic units are used. In one dimension the lattice constant is $a$, $g=2\pi/a$, $L=Ma$ and $q=2\pi/L=g/M$. Orbitals obey $\chi(x+L)=e^{i\kappa L}\chi(x)$, where $\kappa$ is the twist, and the string is $k_l=\kappa+lq$, $l=0,\dots,M-1$. The occupied orbitals of the Slater determinant $\Phi$ span a space $\mathcal V$ that is invariant under translation by $a$. With $X=\sum_{i=1}^N x_i$,
$$z=\langle\Phi|e^{iqX}|\Phi\rangle=\det S,\qquad S_{ab}=\langle\chi_a|e^{iqx}|\chi_b\rangle,$$
in any orthonormal basis of $\mathcal V$. Part 5 split supercell integrals into cells by $x=y+sa$, $y\in[0,a]$.

The Bloch orbitals are $\psi_{nl}=M^{-1/2}e^{ik_lx}u_{nl}$, with $u_{nl}$ cell-periodic and orthonormal over $[0,a]$. The string closes with
$$u_{nM}(x)=e^{-igx}u_{n0}(x). \tag{3}$$
The links are $(B_l)_{nm}=\langle u_{n,l+1}|u_{ml}\rangle$, and $\varphi_M=-\operatorname{Im}\ln\prod_{l=0}^{M-1}\det\langle u_{nl}|u_{m,l+1}\rangle$. With $N_b$ occupied states at every $k_l$,
$$z=(-1)^{N_b(M-1)}\prod_{l=0}^{M-1}\det B_l , \tag{5}$$
and for $z\neq0$
$$\operatorname{Im}\ln z=\varphi_M+\pi N_b(M-1)\pmod{2\pi},\qquad |z|=\prod_l|\det B_l|. \tag{6}$$
If the counts vary along the string, $z=0$ exactly.

For a supercell with vectors $M_i\mathbf a_i$ there are $M_\perp=M_2M_3$ strings, labelled by $k_\perp$, and
$$z=(-1)^{N_b(M_1-1)M_\perp}\prod_{k_\perp}\prod_{l_1=0}^{M_1-1}\det B_{l_1}(k_\perp). \tag{7}$$
The program tests this on a two-dimensional tight-binding model with one filled band.

Part 8 gave two results for $\kappa=0$. If $\mathcal V$ is invariant under $x\to-x$, $\varphi_M$ is $0$ or $\pi$ whenever $z\neq0$. For one band, closing the string with $u_0$ instead of $e^{-igx}u_0$ gives a product that tends, for large $M$, to the correct one times $\langle u_0|e^{-igx}|u_0\rangle$, the complex conjugate of the $M=1$ value of $z$.

**10. What the sign means**

Take one band separated by gaps from the others, in the infinite crystal, with $u_k$ smooth in $k$ and in the periodic gauge $u_{k+g}=e^{-igx}u_k$. The Wannier function is $w(x)=\frac1g\int_0^g e^{ikx}u_k(x)\,dk$. Using $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts,
$$x\,w(x)=-\frac ig\Big[e^{ikx}u_k\Big]_0^g+\frac1g\int_0^g e^{ikx}\,i\partial_ku_k\,dk ,$$
and the boundary term vanishes in the periodic gauge. Multiply by $w^*=\frac1g\int e^{-ik'x}u^*_{k'}dk'$ and integrate over all $x$, split into cells as in part 5. The cell sum is now $\sum_{s=-\infty}^\infty e^{i(k-k')sa}=g\,\delta(k-k')$ for $k,k'$ in one zone, so
$$\bar x=\int x|w|^2dx=\frac1g\int_0^g A(k)\,dk,\qquad A(k)=i\langle u_k|\partial_ku_k\rangle .$$
The same steps without the factor $x$ give $\int|w|^2dx=1$. $A$ is real, because differentiating $\langle u|u\rangle=1$ shows that $\langle u|\partial_ku\rangle$ is imaginary. The continuum Berry phase is $\varphi=\int_0^gA\,dk=g\bar x$. A change $u_k\to e^{-i\theta(k)}u_k$ adds $\theta'$ to $A$, and periodicity requires $\theta(g)-\theta(0)=2\pi\nu$ with integer $\nu$, so $\varphi$ is fixed modulo $2\pi$ and $\bar x$ modulo $a$.

The Berry phase locates one Wannier centre. The operator $X$ adds up all $M$ centres in the supercell, $\bar x+sa$. This is explicit when the functions $w(x-sa)$ do not overlap. They span $\mathcal V$, the matrix $S$ is diagonal in this basis, and $S_{ss}=e^{iqsa}\int|w|^2e^{iqx}dx$. Since $qa\sum_{s=0}^{M-1}s=\frac{2\pi}{M}\frac{M(M-1)}2=\pi(M-1)$,
$$z=(-1)^{M-1}\Big(\int|w|^2e^{iqx}dx\Big)^M. \tag{8}$$
For a point-like $w$ the bracket is $e^{iq\bar x}$ and $z=(-1)^{M-1}e^{ig\bar x}$. The sign in (5) is the contribution of the lattice vectors to the sum of the centres.

The ions obey the same counting. If the charges $Z_I$ at positions $X_I$ in one cell add up to $N_b$, then $q\sum_s\sum_IZ_I(X_I+sa)=g\sum_IZ_IX_I+\pi N_b(M-1)$. The term $\pi N_b(M-1)$ cancels in the difference of the ionic and electronic phases when both are taken over the supercell, and it is absent when both are taken for the primitive cell. When $N_b(M-1)$ is odd, an error of half a quantum appears if a supercell phase for the electrons is combined with a primitive-cell sum for the ions, or compared directly with $\varphi_M$.

**11. How far $\varphi_M$ is from $g\bar x$**

The identity (5) is exact, but the reading of the phase as a charge centre is a limit. Take again one isolated band, with $H(k)=\frac12(p+k)^2+V$ acting on cell-periodic functions and $V$ local. $H(k)$ is a polynomial in $k$, and the gap allows the band projector to be written as a contour integral of the resolvent, so the band is analytic in a strip $|\operatorname{Im}k|<\eta$ about the real axis.

*Separating $\varphi$.* Let $\tilde u_k=e^{i\alpha(k)}u_k$ with $\alpha(k)=\int_\kappa^kA\,dk'$, and let primes denote $\partial_k$. Then $\langle\tilde u|\tilde u'\rangle=i\alpha'+\langle u|u'\rangle=iA-iA=0$; this is the parallel-transport gauge. Since $u=e^{-i\alpha}\tilde u$, each link is $B_l=e^{i\alpha(k_{l+1})-i\alpha(k_l)}\langle\tilde u_{k_{l+1}}|\tilde u_{k_l}\rangle$. The $\alpha$ terms telescope to $\alpha(\kappa+g)-\alpha(\kappa)=\varphi$, so
$$\varphi_M=\varphi+\sum_{l=0}^{M-1}h(k_l,q),\qquad h(k,q)=\operatorname{Im}\ln\langle\tilde u_{k+q}|\tilde u_k\rangle .$$
The function $h$ has period $g$ in $k$, because $\tilde u_{k+g}=e^{i\varphi}e^{-igx}\tilde u_k$ and these factors cancel between bra and ket.

*Expanding a link.* Write $\langle\tilde u_k|\tilde u_{k+q}\rangle=1+qa_1+\frac{q^2}2a_2+\frac{q^3}6a_3+O(q^4)$ with $a_r=\langle\tilde u|\partial_k^r\tilde u\rangle$. The gauge gives $a_1=0$ for all $k$. Differentiating $a_1=0$ gives $\langle\tilde u'|\tilde u'\rangle+a_2=0$, so $a_2=-\langle\tilde u'|\tilde u'\rangle$ is real. Differentiating the definition of $a_2$ gives $a_2'=\langle\tilde u'|\tilde u''\rangle+a_3$, and since $a_2'$ is real, $\operatorname{Im}a_3=-\operatorname{Im}\langle\tilde u'|\tilde u''\rangle$. With $a_1=0$ the quadratic term of the logarithm starts at $q^4$, so
$$\ln\langle\tilde u_k|\tilde u_{k+q}\rangle=-\frac{q^2}2\langle\tilde u'|\tilde u'\rangle+\frac{q^3}6a_3+O(q^4).$$
The overlap in $h$ is the complex conjugate of this one, so $h=+\frac{q^3}6\operatorname{Im}\langle\tilde u'|\tilde u''\rangle+O(q^4)$.

*Sum over the string.* Expand $h(k,q)=\sum_rh_r(q)e^{irka}$. The geometric sum $\sum_le^{irk_la}$ equals $Me^{ir\kappa a}$ if $r$ is a multiple of $M$ and vanishes otherwise, so $\sum_lh(k_l,q)=Mh_0+M\sum_{\nu\neq0}h_{\nu M}e^{i\nu M\kappa a}$. For $q$ small enough that the overlap has no zero in the strip, $h$ is analytic there, and shifting the contour in the Fourier integral bounds $|h_r|$ by a constant times $e^{-\eta' a|r|}$ for any $\eta'<\eta$. The terms with $\nu\ne0$ are exponentially small in $M$, and they carry all the dependence on the twist.

*No even orders.* From the definition, $h(k,-q)=\operatorname{Im}\ln\langle\tilde u_{k-q}|\tilde u_k\rangle=-\operatorname{Im}\ln\langle\tilde u_k|\tilde u_{k-q}\rangle=-h(k-q,q)$. Averaging over a period removes the shift of the argument, so $h_0(-q)=-h_0(q)$ and the $q^4$ term averages to zero. With $Mq^3=g^3/M^2$ and $Mq^5=g^5/M^4$,
$$\varphi_M=g\bar x+\frac{c}{M^2}+O(M^{-4}),\qquad c=\frac{g^3}{6}\,\overline{\operatorname{Im}\langle\tilde u'|\tilde u''\rangle}, \tag{9}$$
where the bar is the average over the zone. The real part of the same expansion gives, at leading order, $\ln|z|=-\frac{g^2}{2M}\overline{\langle\tilde u'|\tilde u'\rangle}$, so $|z|\to1$ in one dimension. In (7) this is multiplied by the number of strings, $\ln|z|\propto-M_\perp/M_1$ at leading order, and in a three-dimensional supercell with $M_1=M_2=M_3$ the modulus falls exponentially with the linear size.

*Evaluating $c$.* Here $H'=v=p+k$ and $H''=1$. Let $Q=1-|\tilde u\rangle\langle\tilde u|$ and $\mathcal R=Q(H-E)^{-1}Q$, so that $\mathcal R(H-E)=Q$ and $\mathcal R\tilde u=0$. Differentiating $(H-E)\tilde u=0$ once gives $(H-E)\tilde u'=-(v-E')\tilde u$. Projecting on $\tilde u$ gives $E'=\langle\tilde u|v|\tilde u\rangle$. Applying $\mathcal R$, and using $Q\tilde u'=\tilde u'$ (which is $a_1=0$), gives $\tilde u'=-\mathcal Rv\tilde u$. Differentiating a second time gives $(H-E)\tilde u''+2(v-E')\tilde u'+(1-E'')\tilde u=0$, and applying $\mathcal R$ removes the last term: $Q\tilde u''=-2\mathcal R(v-E')\tilde u'$. Since $\tilde u'$ lies in the range of $Q$, $\langle\tilde u'|\tilde u''\rangle=\langle\tilde u'|Q\tilde u''\rangle$, and $c$ follows from the eigenstates at each $k$ without numerical differentiation.

In the non-overlapping limit (8) shows what $c$ measures. The cumulant expansion $\ln\int|w|^2e^{iqx}dx=iq\bar x-\frac{q^2}2\mu_2-\frac{iq^3}6\mu_3+\dots$, with $\mu_r=\int(x-\bar x)^r|w|^2dx$, multiplied by $M$, gives $c=-g^3\mu_3/6$. The relation is not restricted to that limit. In the periodic gauge $u_k=e^{-i\bar x(k-\kappa)}\tilde u_k$, where $A=\bar x$ is constant, multiplying $w$ by $x-\bar x$ acts as $i\partial_k$ on $\tilde u$, by the integration by parts of part 10. Then $\mu_3=\overline{\langle\tilde u|(i\partial_k)^3\tilde u\rangle}=\overline{\operatorname{Im}a_3}=-\overline{\operatorname{Im}\langle\tilde u'|\tilde u''\rangle}$, and (9) gives $c=-g^3\mu_3/6$ for any isolated band. The leading discretization error of the phase is set by the third central moment of this Wannier function.

A supercell of $M$ cells and a string of $M'\ne M$ points therefore differ, after the sign is removed, by $c\,(M^{-2}-M'^{-2})$ at leading order for one isolated band. The commensurate string reproduces $z$ exactly for every determinant covered by (5). A string with $M'\ne M$ does not in general, although the phases can still coincide when symmetry pins them: in the inversion-symmetric case of part 8, $\varphi_M$ can only be $0$ or $\pi$, and (9) then requires $c=0$.

**12. Worked example**

The model is spinless, with
$$V(x)=-V_1\cos gx-V_2\cos(2gx-\delta),$$
$a=5.0$ bohr, $V_1=0.6$ Ha, $V_2=0.4$ Ha, $\delta=\pi/3=1.047198$ rad and $g=1.256637$ bohr$^{-1}$. The phase $\delta$ breaks inversion symmetry, so $\varphi_M$ is not pinned. Band 1 runs from $-0.24602$ to $-0.21532$ Ha; the gap above it is $0.65995$ Ha and the gap above band 2 is $0.27678$ Ha. The parameters are round model values, and the many digits below serve to check an exact identity, not to describe a material. The program and its output are printed after these notes.

*The four links.* Take $N_b=1$, $M=4$, $\kappa=0$, so $L=20.0$ bohr and $q=0.314159$ bohr$^{-1}$. The phases are fixed by $\psi_k(0)>0$.

| $l$ | $k_l$ (bohr$^{-1}$) | modulus of $B_l$ | phase of $B_l$ (rad) |
|---|---|---|---|
| 0 | 0.000000 | 0.98242812 | 0.04582235 |
| 1 | 0.314159 | 0.96046566 | 0.05246243 |
| 2 | 0.628319 | 0.96046566 | 0.05246243 |
| 3 | 0.942478 | 0.98242812 | 0.04582235 |

The links are equal in pairs, and this follows from the reality of $V$. The function $\psi_k^*$ is a Bloch eigenfunction at $-k$ with the same energy and is also positive at $x=0$, so $\psi_{-k}=\psi_k^*$ and $u_{-k}=u_k^*$. Where $\psi_k(0)\neq0$, as holds for band 1 of this model, the condition $\psi_k(0)>0$ fixes $\psi$ uniquely and is thus a periodic gauge, so $u_{g-k}=e^{-igx}u_k^*$. With $k_{M-l}=g-k_l$,
$$B_{M-1-l}=\langle u_{g-k_l}|u_{g-k_{l+1}}\rangle=\int_0^a u_{k_l}\,u^*_{k_{l+1}}\,dx=B_l .$$

*The product.* The modulus is $0.98242812^2\times0.96046566^2=0.96516501\times0.92249428=0.89035920$. The phase is $\varphi_4=2\,(0.04582235+0.05246243)=0.19656956$ rad. The product of links is $0.87321296+0.17389259\,i$.

*The supercell.* The sign is $(-1)^{1\cdot3}=-1$, and (6) predicts $\arg z=0.19656956+3\pi-4\pi=0.19656956-3.14159265=-2.94502309$ rad. Diagonalization of the 20-bohr supercell on a grid gives $z=-0.87321296-0.17389259\,i$, with argument $-2.94502309$ rad.

*The centre.* $\varphi_4/g=0.19656956/1.256637=0.156425$ bohr, or $0.082777$ Å. Dividing $\arg z$ by $g$ without removing the sign gives $-2.945023/1.256637=-2.343575$ bohr, which is $0.156425-2.5$ bohr: the centre is misplaced by $a/2$. Closing the string without $e^{-igx}$ gives the product $0.670398-0.007438\,i$, wrong in modulus and in phase; by part 8 its modulus tends, for large $M$, to the $M=1$ value $0.614534$ and not to 1.

*Dependence on $M$ for one band.*

| $M$ | modulus of $z$ | $\arg z$ (rad) | $\varphi_M$ (rad) |
|---|---|---|---|
| 1 | 0.614534 | +0.222486 | 0.222486 |
| 2 | 0.800612 | −2.939422 | 0.202171 |
| 3 | 0.856919 | +0.198004 | 0.198004 |
| 4 | 0.890359 | −2.945023 | 0.196570 |
| 5 | 0.911029 | +0.195909 | 0.195909 |
| 8 | 0.943267 | −2.946398 | 0.195195 |

The supercell phase jumps by $\pi$ between odd and even $M$, while $\varphi_M$ varies smoothly. The explicit many-body sums give $z=-0.78430591-0.16076020\,i$ for $M=2$ and $0.84017554+0.16856683\,i$ for $M=3$, and the program tests both against (5). The values of $M\ln|z|$ are $-0.465$, $-0.466$ and $-0.467$ for $M=4$, 5 and 8, nearly constant as the leading-order form in part 11 requires.

*The limit.* The Wannier centre is computed in real space, with no k-points: Gaussians in each cell of a supercell with $M=20$ are projected on the occupied space and Löwdin-orthonormalized, and the first moment is taken. The result is $\bar x=0.15496788$ bohr, or $0.082005$ Å, and $g\bar x=0.19473838$ rad. The zone average of $\operatorname{Im}\langle\tilde u'|\tilde u''\rangle$ is $0.088215$ bohr$^3$, so $c=(1.256637^3/6)\times0.088215=0.330734\times0.088215=0.029176$ rad. The quantity $M^2(\varphi_M-g\bar x)$ is $0.029299$, $0.029207$, $0.029184$, $0.029178$ and $0.029176$ rad for $M=4$, 8, 16, 32 and 64, and the extrapolation from the last two, which removes a $1/M^2$ remainder, gives $0.029176$ rad. The program tests this against $c$. The excess over $c$ is $0.000123$, $0.000031$, $0.000008$ and $0.000002$ rad for $M=4$ to 32, falling by about four at each doubling, as the $M^{-4}$ term in (9) implies.

At $M=4$ the centre is too large by $0.156425-0.154968=0.001457$ bohr, which is $0.94\%$ of $\bar x$ and $0.03\%$ of the quantum $a$. Subtracting $c/16=0.0018235$ rad from $\varphi_4$ gives $0.1947461$ rad, which is $8\times10^{-6}$ rad above $g\bar x$.

The sum of all 20 real-space centres, times $q$, is $-2.946854$ rad modulo $2\pi$, which equals $0.194738+19\pi-20\pi$. The supercell gives $\arg z=-2.946781$ rad. The difference, $0.000073$ rad, is $c/400$. The program asserts this relation to $10^{-4}$ rad. That tolerance ties the sign to the sum of centres for Wannier functions that do overlap, but it is larger than $c/400$, so the agreement of that small term is read from the printed values and is not asserted.

Two features lie outside (9). At the smallest sizes $M^2(\varphi_M-g\bar x)$ is not monotonic: it is $0.222486-0.194738=0.027748$ rad at $M=1$, below $c$, and $4\times(0.202171-0.194738)=0.02973$ rad at $M=2$, above it. Higher orders in $q$ and the Fourier terms with $\nu\neq0$ are both uncontrolled at such $M$; which of them causes the turn has not been determined. For two bands the ratio of $z$ to the product is $+1$ at every $M$, as (5) requires for even $N_b$, but the phase converges more slowly: $\varphi_M=-1.546774$, $-1.544381$ and $-1.541135$ rad at $M=4$, 5 and 8. A pure $1/M^2$ law would make $(\varphi_4-\varphi_8)/(1/16-1/64)=-0.120$ rad equal to $(\varphi_5-\varphi_8)/(1/25-1/64)=-0.133$ rad, and they differ by about ten per cent of their size. It is a conjecture, not tested here, that the smaller gap above band 2 narrows the strip of analyticity and delays the asymptotic regime. The factorization (5) is unaffected and holds at each of these $M$.

## Values computed for the example and the checks

```
a = 5.0 bohr, V1 = 0.6 Ha, V2 = 0.4 Ha, delta = 1.047198 rad, g = 1.256637 1/bohr
band 1 from -0.24602 to -0.21532 Ha; gap 1-2 = 0.65995 Ha, gap 2-3 = 0.27678 Ha
explicit N-body sum, M = 2, N = 2: z = -0.78430591-0.16076020j
explicit N-body sum, M = 3, N = 3: z = 0.84017554+0.16856683j
example: M = 4, nb = 1, L = 20.0 bohr, q = 0.314159 1/bohr
  link 0: k = 0.000000 1/bohr, modulus = 0.98242812, phase = 0.04582235 rad
  link 1: k = 0.314159 1/bohr, modulus = 0.96046566, phase = 0.05246243 rad
  link 2: k = 0.628319 1/bohr, modulus = 0.96046566, phase = 0.05246243 rad
  link 3: k = 0.942478 1/bohr, modulus = 0.98242812, phase = 0.04582235 rad
  product of links = 0.87321296+0.17389259j, modulus = 0.89035920, phi_4 = 0.19656956 rad
  supercell z = -0.87321296-0.17389259j, arg z = -2.94502309 rad
  centre phi_4/g = 0.156425 bohr = 0.082777 angstrom
  closure without exp(-igx): product = 0.670398-0.007438j (wrong)
nb = 1, M = 1: |z| = 0.614534, arg z = +0.222486 rad, phi_M = +0.222486 rad, z/prod = +1.000000
nb = 1, M = 2: |z| = 0.800612, arg z = -2.939422 rad, phi_M = +0.202171 rad, z/prod = -1.000000
nb = 1, M = 3: |z| = 0.856919, arg z = +0.198004 rad, phi_M = +0.198004 rad, z/prod = +1.000000
nb = 1, M = 4: |z| = 0.890359, arg z = -2.945023 rad, phi_M = +0.196570 rad, z/prod = -1.000000
nb = 1, M = 5: |z| = 0.911029, arg z = +0.195909 rad, phi_M = +0.195909 rad, z/prod = +1.000000
nb = 1, M = 8: |z| = 0.943267, arg z = -2.946398 rad, phi_M = +0.195195 rad, z/prod = -1.000000
nb = 2, M = 1: |z| = 0.528399, arg z = -1.588252 rad, phi_M = -1.588252 rad, z/prod = +1.000000
nb = 2, M = 2: |z| = 0.584776, arg z = -1.558175 rad, phi_M = -1.558175 rad, z/prod = +1.000000
nb = 2, M = 3: |z| = 0.630005, arg z = -1.550775 rad, phi_M = -1.550775 rad, z/prod = +1.000000
nb = 2, M = 4: |z| = 0.669718, arg z = -1.546774 rad, phi_M = -1.546774 rad, z/prod = +1.000000
nb = 2, M = 5: |z| = 0.704496, arg z = -1.544381 rad, phi_M = -1.544381 rad, z/prod = +1.000000
nb = 2, M = 8: |z| = 0.782941, arg z = -1.541135 rad, phi_M = -1.541135 rad, z/prod = +1.000000
largest |z - sign*prod| over 24 cases = 6.0e-14
M = 8: N = 7 |z| = 2.6e-12; N = 8 unequal counts |z| = 2.0e-25
M = 8: band 2 in place of band 1 at k = pi/a: z = 0.020971+0.003598j
2D model 4 x 3: z = 0.462557-0.618353j, z/prod = -1.000000
2D model 4 x 2: z = 0.064044+0.831477j, z/prod = +1.000000
2D model 3 x 3: z = -0.417088+0.582436j, z/prod = +1.000000
Wannier centre xbar = 0.15496788 bohr = 0.082005 angstrom, g*xbar = 0.19473838 rad
average Im<u'|u''> = 0.088215 bohr^3, c = 0.029176 rad
M = 4: phi_M = 0.19656956 rad, M^2 (phi_M - g*xbar) = 0.029299 rad
M = 8: phi_M = 0.19519473 rad, M^2 (phi_M - g*xbar) = 0.029207 rad
M = 16: phi_M = 0.19485238 rad, M^2 (phi_M - g*xbar) = 0.029184 rad
M = 32: phi_M = 0.19476687 rad, M^2 (phi_M - g*xbar) = 0.029178 rad
M = 64: phi_M = 0.19474550 rad, M^2 (phi_M - g*xbar) = 0.029176 rad
extrapolated M^2 (phi_M - g*xbar) = 0.029176 rad
M = 20: arg z = -2.946781 rad, q * sum of centres = -2.946854 rad (mod 2 pi)
```
